# Bent's rule and the bond angles of dimethyltitanium dichloride

**Q:** I want to sketch the geometry of $\mathrm{(CH_3)_2TiCl_2}$, and I would carry it over from $\mathrm{(CH_3)_2SiCl_2}$. Both have four single bonds and no lone pair on the centre. Methyl is less electronegative than chlorine, so by Bent's rule the central atom puts more s character into its bonds to carbon, and more s character means a wider angle. The bond pairs to carbon also lie closer to the centre and repel each other more. Both arguments make C-Ti-C wider than Cl-Ti-Cl. What could go wrong?

**A:** You have used three separate statements: one about where s character goes, one that turns s character into an angle, and one about which ligands repel more. Start with the second. What does it assume about the orbital that is mixed with s?

**Q:** That it is a p orbital. Does a d orbital change much?

**A:** Let us derive both cases together. Let a hybrid point along the unit vector $\mathbf n$:

$$h=\sqrt{s}\,|s\rangle+\sqrt{1-s}\,|l_{\mathbf n}\rangle .$$

Here $s$ is the weight of the s orbital, and $l_{\mathbf n}$ is the p orbital ($l=1$) or d orbital ($l=2$) with axial symmetry about $\mathbf n$. Its angular part is $\sqrt{(2l+1)/4\pi}\,P_l(\mathbf n\cdot\hat{\mathbf r})$, with $P_1(c)=c$ and $P_2(c)=(3c^2-1)/2$. Both coefficients are positive, so the two parts add along the bond. I leave out hybrids that mix p with d.

By the addition theorem for spherical harmonics, two such orbitals of one shell, with axes at angle $\theta$, overlap by $P_l(\cos\theta)$. Two equivalent hybrids are therefore orthogonal when

$$s+(1-s)P_l(\cos\theta)=0 .$$

For p this gives $\cos\theta=-s/(1-s)$. For d, insert $P_2$ and solve:

$$\frac{3\cos^2\theta-1}{2}=-\frac{s}{1-s}\quad\Rightarrow\quad \cos^2\theta=\frac{1-3s}{3(1-s)} .$$

**Q:** The second equation has two roots, one acute and one obtuse.

**A:** Yes, and the obtuse one is relevant here. Compare the limits. With p, the angle rises from $90^\circ$ at $s=0$ to $180^\circ$ at $s=1/2$. With d, the obtuse angle starts at $\arccos(-1/\sqrt3)\approx125.3^\circ$ at $s=0$ and falls to $90^\circ$ at $s=1/3$. Beyond $s=1/3$ there is no real solution. Both families contain the tetrahedral angle, $\cos\theta=-1/3$, at $s=1/4$. The tetrahedron therefore cannot tell you which kind of hybrid you have, but the response to a change in $s$ can.

**Q:** That is one pair of hybrids. The molecule has two pairs, which must also be orthogonal to each other. Might that spoil the reversal?

**A:** It has to be checked. Write $\alpha$ for C-M-C and $\beta$ for Cl-M-Cl, in perpendicular planes, and $x=\cos\alpha$, $y=\cos\beta$. The bond directions are $(\pm\sin\frac{\alpha}{2},0,\cos\frac{\alpha}{2})$ for carbon and $(0,\pm\sin\frac{\beta}{2},-\cos\frac{\beta}{2})$ for chlorine. Their scalar product is the cosine of C-M-Cl:

$$z=-\cos\tfrac{\alpha}{2}\cos\tfrac{\beta}{2}=-\tfrac12\sqrt{(1+x)(1+y)} .$$

With $r=s/(1-s)$ for each kind of bond, the three orthogonality conditions are

$$r_C=-P_l(x),\qquad r_{Cl}=-P_l(y),\qquad \sqrt{r_Cr_{Cl}}=-P_l(z).$$

At the tetrahedron $x=y=z=-1/3$ and $r_C=r_{Cl}=1/3$. Now make small changes. Let $\eta=P_l'(-1/3)$. It is $+1$ for p, because $P_1'=1$, and $-1$ for d, because $P_2'(c)=3c$. The first two conditions give

$$dr_C=-\eta\,dx,\qquad dr_{Cl}=-\eta\,dy .$$

For the third we need $dz$. From $z^2=(1+x)(1+y)/4$,

$$2z\,dz=\tfrac14\cdot\tfrac23(dx+dy)\quad\Rightarrow\quad dz=-\tfrac14(dx+dy).$$

Since the two $r$ values start equal, $d\sqrt{r_Cr_{Cl}}=(dr_C+dr_{Cl})/2$. The third condition becomes

$$\tfrac12(dr_C+dr_{Cl})=-\eta\,dz=\tfrac{\eta}{4}(dx+dy)=-\tfrac14(dr_C+dr_{Cl}).$$

This requires $dr_C+dr_{Cl}=0$. To first order, what one pair gains in s weight the other loses, for both p and d.

Finally, $dr=ds/(1-s)^2=\frac{16}{9}ds$ at $s=1/4$. Because $1/\eta=\eta$, we have $dx=-\eta\frac{16}{9}ds_C$. With $d\alpha=-dx/\sin\alpha$ and $\sin\alpha=2\sqrt2/3$,

$$\frac{d\alpha}{ds_C}=\eta\,\frac{16}{9}\cdot\frac{3}{2\sqrt2}=\eta\,\frac{4\sqrt2}{3}\ \text{rad}.$$

That is $+1.08^\circ$ per 0.01 of s weight for sp hybrids and $-1.08^\circ$ for obtuse sd hybrids.

**Q:** So the same shift of s character moves the angle the opposite way?

**A:** Near the tetrahedron, yes. Solving the three conditions without linearizing, for $s_C=0.27$, gives $\alpha=111.7^\circ$, $\beta=107.4^\circ$ for sp and $\alpha=107.1^\circ$, $\beta=111.5^\circ$ for sd. In both cases $s_{Cl}=0.230$.

**Q:** Then I can repair my argument. Titanium bonds with s and d, methyl still takes more s, and C-Ti-C becomes the narrow angle.

**A:** That is a prediction with a new assumption in it, namely that methyl still takes more s. Keep it until we have looked at the bonds. What about your repulsion argument?

**Q:** It doesn't mention orbitals, so it should survive. Can you put a number on it?

**A:** In a simple model, yes. Put four points on a unit sphere, with pair energy $w_iw_j/r_{ij}$. Chlorine has strength 1 and methyl $w=1+\varepsilon$. Two points whose directions have cosine $c$ are $\sqrt{2-2c}$ apart, so with $f(c)=(2-2c)^{-1/2}$

$$E=w^2f(x)+f(y)+4wf(z).$$

We need $\partial z/\partial x=-\frac14\sqrt{(1+y)/(1+x)}$, and the same with $x$ and $y$ exchanged. Setting both derivatives of $E$ to zero, and dividing the first equation by $w$, gives

$$w f'(x)=f'(z)\sqrt{\frac{1+y}{1+x}},\qquad f'(y)=w f'(z)\sqrt{\frac{1+x}{1+y}} .$$

The tetrahedron solves these at $w=1$. Take logarithms and vary. Since $f'(c)\propto(1-c)^{-3/2}$, $d\ln f'=\frac32\,dc/(1-c)=\frac98dc$ at $c=-1/3$. The logarithm of the first square root changes by $\frac34(dy-dx)$. Hence

$$\varepsilon+\tfrac98dx=\tfrac98dz+\tfrac34(dy-dx),\qquad \tfrac98dy=\varepsilon+\tfrac98dz+\tfrac34(dx-dy).$$

Adding them and using $dz=-\frac14(dx+dy)$ gives $dx+dy=0$. Subtracting the second from the first gives $2\varepsilon=-\frac{21}{8}(dx-dy)$, so $dx=-\frac{8}{21}\varepsilon$ and

$$d\alpha=\frac{8\,\varepsilon}{21\sin\alpha}\approx0.404\,\varepsilon\ \text{rad},$$

or $0.23^\circ$ for each per cent of extra strength. The stronger repeller opens its own angle, as you said. What the model cannot supply is the strength.

**Q:** Fine. So what are the angles of the titanium molecule?

**A:** I can give you computed ones, for an isolated molecule. The method is Hartree-Fock (HF), followed by second-order Møller-Plesset theory (MP2) with inner cores frozen. The basis is def2-SVP on the central atom and chlorine, without f functions on the central atom, and 6-31G on methyl. Ti-C is held at 0.205 nm and Ti-Cl at 0.220 nm, which are rough typical lengths, and the methyl groups are rigid and staggered. A quadratic surface through six energies, at angles $9^\circ$ apart, then has its minimum at:

- HF: C-Ti-C $100.4^\circ$, Cl-Ti-Cl $119.2^\circ$
- MP2: C-Ti-C $102.5^\circ$, Cl-Ti-Cl $119.4^\circ$

A fresh MP2 calculation at the predicted minimum differs from the fitted energy by 0.04 kJ/mol in size, so the fitted energy is good there. This is only a weak test of the angles, because the minimum lies close to one of the six fitted points, where the surface is exact by construction.

**Q:** The reverse of my sketch, and by 17 degrees. Does the same method get silicon right, or does it favour narrow carbon angles everywhere?

**A:** For that comparison use one coordinate, $\alpha=110^\circ-t$ and $\beta=110^\circ+t$, and define the swap energy

$$W=E(t=-9^\circ)-E(t=+9^\circ).$$

Positive $W$ favours the narrow C-M-C angle. Silicon, with Si-C fixed at 0.185 nm and Si-Cl at 0.205 nm, has its MP2 minimum on this line at C-Si-C $112.8^\circ$ and Cl-Si-Cl $107.2^\circ$, with $W=-16.7$ kJ/mol. Titanium on the same line gives $101.5^\circ$ and $118.5^\circ$, with $W=+21.2$ kJ/mol. Your sketch works for silicon and fails for titanium.

**Q:** Could repulsion still explain both, with suitable strengths?

**A:** It can be fitted to both. To reproduce the difference $\alpha-\beta$, methyl needs 1.13 times the strength of chlorine on silicon but 0.69 times on titanium. In this model the ranking has to change with the central atom. That flip is not robust, because the model puts all ligands at one distance and uses a soft $1/r$ repulsion. With the bond lengths used here and a $1/r^6$ repulsion, methyl needs 0.90 on silicon and 0.43 on titanium, weaker than chlorine in both. What holds in either version is that a strength fitted on silicon does not transfer to titanium. In the titanium structure the carbons are 0.320 nm apart and the chlorines 0.380 nm, so the pair you expected to repel more is the closer pair.

**Q:** Then it must be the d orbitals. Can that be tested, or is it just the remaining suspect?

**A:** Delete every d function from titanium, keep the bond lengths and everything else in the setup, and recompute. The MP2 value of $W$ drops from 21.2 to 1.5 kJ/mol, and the HF value from 28.0 to 1.2 kJ/mol. The MP2 minimum on the line moves to $109.7^\circ$ and $110.3^\circ$. In this setting, then, nearly all of the preference depends on the d functions.

Notice also what does not happen: a preference of the silicon size does not appear. Without d functions, this model has no large preference for either order, and the sign of the small remainder is not settled: with the larger def2-TZVP set of s and p functions on titanium, $W$ becomes $-1.5$ kJ/mol (MP2) and $-1.9$ kJ/mol (HF). The probe is a drastic one, though. It removes sigma and pi bonding through d together, and lets the remaining electrons readjust.

**Q:** That suits my repaired argument: sd hybrids, with more s towards methyl.

**A:** Now the assumption you added can be examined. Take the HF density matrix $P$ in orthogonalized atomic orbitals. I use the meta-Löwdin scheme, which gives the valence orbitals priority over the outer ones. The bond index between two sets of orbitals is the sum of $P_{\mu\nu}^2$ over both sets. Ligand s orbitals and the p component along the bond count as sigma; p components across the bond count as pi. At $t=+9^\circ$, close to the minimum, the sigma parts are:

- Ti-C: s 0.174, p 0.017, d 0.655
- Ti-Cl: s 0.182, p 0.009, d 0.342

For Ti-C the s share is $0.174/(0.174+0.017+0.655)$, about 21%. For Ti-Cl it is about 34%.

**Q:** Methyl has the smaller s share! So the repair fails too?

**A:** It does. With less s towards carbon, the obtuse sd formula asks for a *wider* C-Ti-C angle. If you insert the Ti-C ratio $s/(s+d)=0.209$ as though it were a hybrid weight,

$$\cos^2\alpha=\frac{1-0.627}{3\times0.791}=0.157,\qquad \alpha\approx113^\circ,$$

on the wrong side of the tetrahedral angle. The Ti-Cl ratio, 0.347, exceeds $1/3$, where the formula has no solution at all. These shares are not weights of a closed set of four hybrids, so I would not trust such angles in any case, but the direction gives the repaired argument no support.

Look at the absolute numbers as well. The s parts of the two bonds are nearly equal. In this scheme the shares differ mainly because Ti-C has almost twice the sigma d part of Ti-Cl. The size of the gap also depends on the scheme: symmetric Löwdin orthogonalization, which treats all orbitals alike, gives s shares of about 19% for Ti-C and 20% for Ti-Cl. So the safe reading is that methyl does not get more s, rather than that it gets much less.

**Q:** Less s at carbon and a narrower angle. That is what the old sp formula says. Was I right to use it after all?

**A:** The order agrees, but the formula leaves out the largest part of the bond. Titanium d makes up about 77% of the Ti-C sigma index here, and about 64% with symmetric Löwdin orthogonalization, while an sp hybrid contains no d at all. Do not lean on the small p part in the list: it is 2% in this scheme but 17% in the symmetric one, so these indices do not settle how much titanium p takes part. Your original premise, more s towards methyl, is not borne out by these shares either.

**Q:** Then chlorine must be doing it, by giving pi electrons to the empty d orbitals.

**A:** There is pi bonding of that kind: the pi index with titanium d is 0.291 for Ti-Cl and 0.049 for Ti-C. But compare the disfavoured side, $t=-9^\circ$. There the Ti-Cl pi index is 0.299, slightly larger, and the sigma d part of Ti-Cl rises from 0.342 to 0.377. These indices do not increase towards the favoured geometry, so they do not identify the source of the energy. An index is not an energy, so they do not exclude a pi contribution either. That chlorine pi donation matters for the angle remains a conjecture here. One way to test it would be to switch off the sigma and pi couplings separately.

**Q:** How far can I trust the order of the angles for a real molecule, at room temperature?

**A:** The order is safer than the angles themselves: HF and MP2 agree on it, and it survives the one change of structure described next. The model fixes several things that a real molecule does not. Lengthening all four metal-ligand bonds by 0.005 nm and turning both methyls to the eclipsed position, as one joint change, lowers $W$ from 21.2 to 14.4 kJ/mol. That is a reduction by about a third, with the sign unchanged. Going from HF to MP2 moves C-Ti-C by $2^\circ$. A larger basis (def2-TZVP on titanium, def2-TZVP without f on chlorine, def2-SVP on carbon) lowers $W$ from 21.2 to 20.5 kJ/mol at MP2 and from 28.0 to 25.6 kJ/mol at HF, and moves C-Ti-C on the swap line by $0.1^\circ$ at MP2 and $1.1^\circ$ at HF. Higher correlation, full relaxation and methyl tilt were not tried, so the error of each angle is unknown and may reach several degrees, and $W$ should be read for its sign and rough size only.

For temperature, approximate the energy along the line by $\frac12K(t-t_0)^2$, with $t_0=8.5^\circ$. Then, with $\delta=9^\circ$,

$$W=\tfrac12K\left[(\delta+t_0)^2-(\delta-t_0)^2\right]=2Kt_0\delta .$$

Making the two angles equal, $t=0$, costs

$$\tfrac12Kt_0^2=\frac{Wt_0}{4\delta}=\frac{21.2\times8.5}{4\times9}\approx5.0\ \text{kJ/mol},$$

about twice the thermal energy $RT=2.5$ kJ/mol at 300 K. With all other coordinates frozen, the classical thermal spread of $t$ is $\sqrt{RT/K}=4.2^\circ$, so equal angles lie about two standard deviations from the minimum (the larger basis gives 4.8 kJ/mol and $4.3^\circ$). Letting the other coordinates move would broaden the spread, by an amount not computed here. In this harmonic model the average keeps the order, while a vibrating molecule can briefly lose it. In a liquid, a solid or a donor solvent, a further ligand or a chlorine bridge may bind to titanium. Then there are no longer four ligands, and these numbers do not apply.

**Q:** So what should I do with the next d0 alkyl precursor?

**A:** Do not take its angles from the carbon or silicon analogue. Ask first which metal orbitals form the bonds, because the step from s character to angle depends on that. Then compute the bending surface. One molecule is enough to show that the silicon argument is not general, but it does not establish the opposite order for every d0 alkyl. The numerical output below gives the HF and MP2 values side by side.

## Table of computed values

```
Hybrid slope formula: 1.0804 deg per 0.01 of s
sp slope, numerical: 1.0805 deg per 0.01 of s
sp, s(C)=0.27: s(Cl)=0.2300, alpha=111.71 deg, beta=107.38 deg
sd slope, numerical: -1.0810 deg per 0.01 of s
sd, s(C)=0.27: s(Cl)=0.2300, alpha=107.13 deg, beta=111.49 deg
Repulsion slope: numerical 0.2315, formula 0.2315 deg per 1% strength
Ti input bonds: M-C 0.205 nm, M-Cl 0.220 nm
Si input bonds: M-C 0.185 nm, M-Cl 0.205 nm
Methyl input: C-H 0.110 nm, M-C-H 110.0 deg
Ti HF minimum: C-Ti-C 100.4 deg, Cl-Ti-Cl 119.2 deg
Ti MP2 minimum: C-Ti-C 102.5 deg, Cl-Ti-Cl 119.4 deg
Ti MP2 energy at minimum, fresh minus fit: -0.041 kJ/mol
Ti MP2 separations: C...C 0.320 nm, Cl...Cl 0.380 nm
Ti, HF, on swap line: C-M-C 100.6 deg, Cl-M-Cl 119.4 deg, W 27.95 kJ/mol
Ti, MP2, on swap line: C-M-C 101.5 deg, Cl-M-Cl 118.5 deg, W 21.19 kJ/mol
Ti without d, HF, on swap line: C-M-C 109.8 deg, Cl-M-Cl 110.2 deg, W 1.23 kJ/mol
Ti without d, MP2, on swap line: C-M-C 109.7 deg, Cl-M-Cl 110.3 deg, W 1.53 kJ/mol
Si, HF, on swap line: C-M-C 112.9 deg, Cl-M-Cl 107.1 deg, W -19.39 kJ/mol
Si, MP2, on swap line: C-M-C 112.8 deg, Cl-M-Cl 107.2 deg, W -16.70 kJ/mol
Methyl/chlorine strength needed: Ti 0.694, Si 1.127 (no unit)
narrow C-Ti-C, Ti-C sigma index: s 0.174, p 0.017, d 0.655 (no unit)
  s share of sigma 20.5%, s/(s+d) 20.9%, pi index with Ti d 0.049
narrow C-Ti-C, Ti-Cl sigma index: s 0.182, p 0.009, d 0.342 (no unit)
  s share of sigma 34.2%, s/(s+d) 34.7%, pi index with Ti d 0.291
wide C-Ti-C, Ti-C sigma index: s 0.168, p 0.017, d 0.658 (no unit)
  s share of sigma 19.9%, s/(s+d) 20.3%, pi index with Ti d 0.048
wide C-Ti-C, Ti-Cl sigma index: s 0.180, p 0.009, d 0.377 (no unit)
  s share of sigma 31.8%, s/(s+d) 32.3%, pi index with Ti d 0.299
Ti MP2 W, bonds +0.005 nm and methyls eclipsed: 14.43 kJ/mol
Thermal energy RT at 300 K: 2.49 kJ/mol
Classical thermal spread of t for Ti: 4.2 deg
```
